# Where the RPA On-Top Pair Distribution of the Electron Gas Turns Negative

## Question

A uniform, unpolarized, nonrelativistic electron gas in three dimensions is at zero temperature. Its density is \(n=k_F^3/(3\pi^2)=3/(4\pi r_s^3)\), with \(r_s\) in bohr. The pair distribution function \(g(r)\) is the probability density for finding a second electron at distance \(r\) from a first, relative to that of uncorrelated electrons. Use atomic units, with \(v(q)=4\pi/q^2\), and the variables

\[
x=q/k_F,\qquad u=\omega/(qk_F),\qquad y=k_Fr,\qquad a=\frac{4}{\pi k_F}.
\]

**(a)** Find the density response \(\chi_0(q,i\omega)\) of free electrons at imaginary frequency and show that it is negative.

**(b)** Derive the structure factor \(S(q)\) in the random-phase approximation (RPA) and separate off the free-electron part.

**(c)** Obtain \(g(r)\) and \(g(0)\). Show that \(g(0)\) can vanish at no more than one density, and find a lower bound on the \(r_s\) at which it does.

**(d)** Evaluate that density. Does it lie near \(r_s=2\)?

**(e)** Find the on-top values for antiparallel and parallel spins, and the on-top value averaged over the interaction strength. Does any of them change sign nearer to \(r_s=2\)?

**(f)** Find the slope of the RPA \(g(r)\) at contact and compare it with the exact condition. What does the comparison say about the negative values?

## Model answers

### (a) Free-electron response

Let \(f_{\mathbf k}\) be 1 inside the Fermi sphere and 0 outside, and let \(\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2\). With a factor 2 for spin,

\[
\chi_0(q,i\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{i\omega-\Delta}.
\]

In the second term substitute \(\mathbf k\to-\mathbf k-\mathbf q\). This turns \(f_{\mathbf k+\mathbf q}\) into \(f_{\mathbf k}\) and reverses the sign of \(\Delta\). Since

\[
\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=-\frac{2\Delta}{\omega^2+\Delta^2},
\]

the response is

\[
\chi_0=-4\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\frac{\Delta}{\omega^2+\Delta^2}.
\]

The same substitution shows that states with both \(\mathbf k\) and \(\mathbf k+\mathbf q\) occupied cancel in pairs. What remains has \(\mathbf k\) inside the sphere and \(\mathbf k+\mathbf q\) outside, so \(\Delta>0\) and \(\chi_0<0\).

Let \(t\) be the component of \(\mathbf k/k_F\) along \(\mathbf q\), and \(s=t+x/2\). Then \(\Delta=k_F^2xs\) and \(\omega=k_F^2xu\). The slice of the sphere at \(t\) has area \(\pi k_F^2(1-t^2)\) and thickness \(k_F\,dt\). Hence

\[
\chi_0=-\frac{k_F}{\pi^2}F(x,u),\qquad
F=\frac1{2x}\int_{-1}^{1}\!dt\,\frac{(1-t^2)\,s}{u^2+s^2}>0 .
\]

To integrate, write \(1-t^2=1-x^2/4+xs-s^2\). Division by \(s^2+u^2\) gives

\[
\frac{(1-t^2)s}{s^2+u^2}=\frac{(1+u^2-x^2/4)\,s}{s^2+u^2}+x-s-\frac{xu^2}{s^2+u^2}.
\]

The limits are \(s=x/2\pm1\), and \(\int(x-s)\,ds=2x-x=x\). Therefore

\[
\begin{aligned}
F=\frac12\Big\{1&+\frac{1+u^2-x^2/4}{2x}\ln\frac{u^2+(1+x/2)^2}{u^2+(1-x/2)^2}\\
&-u\Big[\arctan\frac{1+x/2}{u}+\arctan\frac{1-x/2}{u}\Big]\Big\}.
\end{aligned}
\]

In these variables \(F\) does not depend on the density.

### (b) Structure factor

In the RPA the electrons respond as free particles to the external potential \(\phi\) plus the Hartree potential of the induced density: \(\delta n=\chi_0(\phi+v\,\delta n)\). Thus

\[
\chi=\frac{\chi_0}{1-v\chi_0}=-\frac{k_F}{\pi^2}\frac{F}{1+w},\qquad
w=-v\chi_0=\frac{4\pi}{k_F^2x^2}\,\frac{k_F}{\pi^2}F=\frac{aF}{x^2}.
\]

For \(q\neq0\), define \(S(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle/N\). In terms of the excited states \(m\), with excitation energies \(E_m\) and volume \(V\),

\[
\chi(q,i\omega)=-\frac1V\sum_m|\langle m|\rho_{\mathbf q}|0\rangle|^2\,\frac{2E_m}{\omega^2+E_m^2}.
\]

Since \(\int_0^\infty 2E_m\,d\omega/(\omega^2+E_m^2)=\pi\), integration over frequency leaves the sum of squared matrix elements, which is \(NS\). Using the RPA \(\chi\) and \(d\omega=k_F^2x\,du\),

\[
S=-\frac1{\pi n}\int_0^\infty\!\chi\,d\omega
=\frac{k_F^3x}{\pi^3n}\int_0^\infty\!\frac{F\,du}{1+w}
=\frac{3x}{\pi}\int_0^\infty\!\frac{F\,du}{1+w}.
\]

Now \(F/(1+w)=F-Fw/(1+w)\), so \(S=S_0+\Delta S\) with

\[
\Delta S=-\frac{3x}{\pi}\int_0^\infty\!du\,F\,\frac{w}{1+w}.
\]

The free part \(S_0\) is the fraction of electrons that \(\mathbf q\) carries out of the Fermi sphere. For \(x<2\), the overlap of two unit spheres displaced by \(x\), divided by one sphere's volume, is

\[
\frac{2\pi\int_{x/2}^1(1-t^2)\,dt}{4\pi/3}=1-\frac{3x}{4}+\frac{x^3}{16}.
\]

Hence \(S_0=3x/4-x^3/16\) for \(x<2\), and \(S_0=1\) beyond. The numerical check checks \(S\) against an integral over the real-frequency spectrum, including the plasmon.

### (c) Pair distribution and its on-top value

The structure factor and the pair distribution are related by \(S(q)-1=n\int d^3r\,(g-1)e^{-i\mathbf q\cdot\mathbf r}\). Inverting this and averaging over angles gives the prefactor \(4\pi k_F^3/(8\pi^3n)=3/2\):

\[
g(r)=1+\frac32\int_0^\infty\!dx\,x^2\,[S-1]\,\frac{\sin xy}{xy}.
\]

For free electrons, exchange acts between parallel spins, which make up half of all pairs. It subtracts the square of the normalized one-particle density matrix,

\[
3\int_0^1\!d\kappa\,\kappa^2\frac{\sin\kappa y}{\kappa y}=\frac{3(\sin y-y\cos y)}{y^3}=\frac{3j_1(y)}{y}.
\]

The RPA result is therefore

\[
g(r)=1-\frac92\left[\frac{j_1(y)}{y}\right]^2+g_c(r),\qquad
g_c(r)=\frac32\int_0^\infty\!dx\,x^2\,\Delta S\,\frac{\sin xy}{xy}.
\]

As \(y\to0\), \(j_1(y)/y\to1/3\), so

\[
g(0)=\frac12+g_c(0),\qquad
g_c(0)=-\frac{9}{2\pi}\int_0^\infty\!dx\,x^3\int_0^\infty\!du\,F\,\frac{w}{1+w}.
\]

The density enters through \(w=aF/x^2\), where \(a\) is proportional to \(r_s\). At fixed \(x\) and \(u\), \(w/(1+w)\) increases strictly with \(a\). Hence \(g(0)\) decreases strictly with \(r_s\) and has at most one zero.

For \(w>0\) we also have \(w/(1+w)<w\). Keeping \(w\) alone gives the first-order result and a bound:

\[
g(0)>\frac12-Cr_s,\qquad
C=\frac{9}{2\pi}\,\frac{a}{r_s}\int_0^\infty\!dx\,x\int_0^\infty\!du\,F^2 .
\]

Numerically \(C=0.7317\). The right-hand side is positive up to \(r_s=1/(2C)=0.683\), so any zero lies above this value. The denominator \(1+w\), which describes screening, moves it upward.

### (d) The critical density

The double integral gives

| \(r_s\) | \(g(0)\) |
|---:|---:|
| 0.25 | 0.328 |
| 0.50 | 0.169 |
| 1.00 | −0.126 |
| 2.00 | −0.659 |
| 4.00 | −1.599 |

The sign changes between 0.5 and 1, and root finding gives

\[
r_s^{c}=0.782 .
\]

The corresponding sphere radius is 0.4137 Å, so

\[
n_c=\frac{3}{4\pi(0.4137\ \text{Å})^3}=3.37\ \text{Å}^{-3}\quad(0.500\ \text{bohr}^{-3}).
\]

At every lower density \(g(0)\) is negative. The zero is therefore not near \(r_s=2\): there \(g(0)\) is already \(-0.66\).

The structure factor gives no such warning. It stays positive because \(F/(1+w)>0\). At the critical density it is 0.229 at \(q=0.5k_F\), 0.588 at \(k_F\) and 0.976 at \(2k_F\). A positive \(S(q)\) does not ensure a positive \(g(r)\), because \(g-1\) is the transform of \(S-1\), and \(S>0\) does not keep that transform above \(-1\).

Large wavevectors matter here. Of \(g_c(0)=-0.500\) at the critical density, \(-0.268\) comes from \(q>2k_F\), where \(S\) is within 0.024 of 1. The factor \(x^2\) in the integral gives these small deviations their weight.

The negative region at lower density has a finite size:

| \(r\) (Å) | \(g\) at \(r_s^c\) | \(g\) at \(r_s=2\) |
|---:|---:|---:|
| 0.0 | 0.000 | −0.659 |
| 0.2 | 0.380 | −0.302 |
| 0.4 | 0.706 | 0.010 |
| 0.8 | 0.990 | 0.489 |

At \(r_s=2\), \(g(r)\) is negative inside \(r=0.393\) Å.

### (e) Spin resolution and coupling average

Each spin species has free response \(\chi_0/2\), and the Hartree potential acts equally on both:

\[
\chi_{\sigma\sigma'}=\frac{\chi_0}{2}\Big[\delta_{\sigma\sigma'}+v\sum_\tau\chi_{\tau\sigma'}\Big].
\]

Summing over \(\sigma\) gives \(\sum_\tau\chi_{\tau\sigma'}=(\chi_0/2)/(1-v\chi_0)\). Inserting this,

\[
\chi_{\sigma\sigma'}=\frac{\chi_0}{2}\delta_{\sigma\sigma'}+\frac14\,\frac{v\chi_0^2}{1-v\chi_0}.
\]

The total correlation term \(v\chi_0^2/(1-v\chi_0)\) is thus shared equally among the four spin combinations, each receiving \(\Delta S/4\). With spin densities \(n/2\), and \(S_{\sigma\sigma'}\) normalized by the total \(N\),

\[
S_{\sigma\sigma'}=\frac12\delta_{\sigma\sigma'}+\frac n4\int d^3r\,(g_{\sigma\sigma'}-1)e^{-i\mathbf q\cdot\mathbf r}.
\]

The two factors of \(1/4\) cancel, so each \(g_{\sigma\sigma'}\) contains the same \(g_c(r)\). The free on-top values are 1 for antiparallel and 0 for parallel spins. Hence

\[
g_{\uparrow\downarrow}(0)=1+g_c(0),\qquad g_{\uparrow\uparrow}(0)=g_c(0).
\]

Their mean is \(1/2+g_c(0)\), as it must be. The antiparallel value vanishes at \(r_s=1.69\). The parallel value should be zero by the Pauli principle, but in the RPA it is negative for every \(r_s>0\). The zero of the total at 0.78 is therefore not the threshold at which the RPA pair distribution first becomes unphysical. It is where the negative parallel value cancels the antiparallel one.

For the coupling average, replace \(v\) by \(\lambda v\) at fixed density and average over \(0<\lambda<1\). Then \(w\) becomes \(\lambda w\), and

\[
\int_0^1\!d\lambda\,\frac{\lambda w}{1+\lambda w}
=\int_0^1\!d\lambda\left[1-\frac1{1+\lambda w}\right]
=1-\frac{\ln(1+w)}{w}.
\]

This replaces \(w/(1+w)\) in \(g_c(0)\). Since \(w\) is proportional to \(\lambda r_s\), the result is the mean of \(g(0)\) over all gas parameters from 0 to \(r_s\). The function decreases, so its mean exceeds its end value and vanishes later, at \(r_s=1.60\).

Both zeros lie nearer to 2 than that of \(g(0)\), but neither is at 2, and neither is the on-top value of the total pair distribution at full coupling.

### (f) Slope at contact

For large \(x\), \(s\approx x/2\) throughout the Fermi sphere. With \(\int_{-1}^1(1-t^2)\,dt=4/3\),

\[
F\to\frac{1}{3(u^2+x^2/4)} .
\]

Then \(w\) is small and \(w/(1+w)\approx w\). Using \(\int_0^\infty du/(u^2+b^2)^2=\pi/(4b^3)\) with \(b=x/2\),

\[
\Delta S\to-\frac{3a}{\pi x}\int_0^\infty\!F^2\,du
=-\frac{3a}{\pi x}\cdot\frac{2\pi}{9x^3}=-\frac{2a}{3x^4}.
\]

To find the slope, set \(z=xy\) in the correlation part:

\[
g_c(r)-g_c(0)=\frac{3y}{2}\int_0^\infty\!\frac{dz}{z^2}\,\big[x^4\Delta S\big]_{x=z/y}\left(\frac{\sin z}{z}-1\right).
\]

As \(y\to0\) at fixed \(z\), the bracket tends to \(-2a/3\). Two integrations by parts, whose boundary terms vanish, give

\[
\int_0^\infty\!\frac{z-\sin z}{z^3}dz=\frac12\int_0^\infty\!\frac{1-\cos z}{z^2}dz=\frac12\int_0^\infty\!\frac{\sin z}{z}dz=\frac\pi4 .
\]

The leading change is therefore \(ay\pi/4=y/k_F=r\). The exchange part is even in \(y\) and adds nothing linear, so in the RPA

\[
\left.\frac{dg}{dr}\right|_{0}=1\ \text{bohr}^{-1}\quad\text{at every density.}
\]

A numerical transform at \(r_s=2\), made without using the tail formula, gives 0.998.

For the exact gas, consider two antiparallel electrons close together. Their reduced mass is \(1/2\), so the relative wavefunction obeys \(-\nabla^2\psi+\psi/r=E\psi\). Insert \(\psi=\psi_0(1+cr)\) and use \(\nabla^2r=2/r\). The \(1/r\) terms cancel if \(c=1/2\), so \(|\psi|^2=\psi_0^2(1+r)\) to first order. Parallel pairs have a wavefunction that vanishes linearly, so their probability begins at order \(r^2\). The exact condition is

\[
\left.\frac{dg}{dr}\right|_0=g(0).
\]

The RPA has 1 in place of \(g(0)\). The exact slope falls with the probability of contact, and would vanish if that probability did. The RPA slope, and the tail \(-2a/(3x^4)\) that produces it, are those of pairs with the uncorrelated contact probability 1. The relation between tail and slope found above gives the exact gas the tail \(-2a\,g(0)/(3x^4)\), which is the RPA tail multiplied by \(g(0)\). This factor is \(1/2\) in the high-density limit, where parallel pairs already do not touch, and it falls further as electrons come to avoid one another. The RPA tail carries no such factor and, at fixed \(x=q/k_F\), grows in proportion to \(r_s\) (at fixed \(q\) it is \(-8\pi n/q^4\)), and nothing in the approximation holds \(g(0)\) at or above zero.

## Calculated quantities

```
ZERO OF THE RPA ON-TOP VALUE
critical rs (dimensionless) = 0.7817
same on coarser grid (dimensionless) = 0.7817
critical density = 3.373 angstrom^-3
critical density in atomic units = 0.4998 bohr^-3
critical sphere radius = 0.4137 angstrom
Fermi wavevector there = 4.639 angstrom^-1
Fermi energy there = 82.01 eV
plasmon energy there = 68.19 eV
coupling a there (dimensionless) = 0.5186
first-order coefficient C (dimensionless) = 0.7317
lower bound 1/(2C) on critical rs = 0.6834
gc(0) there, all q = -0.5000
gc(0) there, part q > 2 kF = -0.2678
RELATED ZEROS (rs, dimensionless)
antiparallel on-top value = 1.6898
coupling-averaged on-top value = 1.6004
ON-TOP VALUES (dimensionless): rs, total, antiparallel, parallel
 0.25    0.3283    0.8283   -0.1717
 0.50    0.1693    0.6693   -0.3307
 1.00   -0.1258    0.3742   -0.6258
 1.50   -0.4000    0.1000   -0.9000
 2.00   -0.6594   -0.1594   -1.1594
 3.00   -1.1453   -0.6453   -1.6453
 4.00   -1.5990   -1.0990   -2.0990
STRUCTURE FACTOR AT CRITICAL rs: q/kF, free S0, RPA S
 0.25    0.1865    0.0689
 0.50    0.3672    0.2286
 1.00    0.6875    0.5884
 1.50    0.9141    0.8588
 2.00    1.0000    0.9762
 3.00    1.0000    0.9955
 4.00    1.0000    0.9986
PAIR DISTRIBUTION: r (angstrom), g at critical rs, g at rs = 2
 0.00    0.0000   -0.6594
 0.10    0.1911   -0.4754
 0.20    0.3798   -0.3021
 0.40    0.7063    0.0099
 0.60    0.9104    0.2735
 0.80    0.9897    0.4888
CHECKS AT rs = 2
g(r) is negative inside r = 0.3932 angstrom
contact slope dg/dr = 0.998 bohr^-1
tail -x^4 dS at x = 60: 0.8847; limit 2a/3: 0.8846
S at q/kF: imaginary axis, real spectrum, plasmon part
 0.30   0.06422   0.06422   0.06342
 1.20   0.62628   0.62628   0.00000
 3.00   0.98873   0.98873   0.00000
```
